# Spherical heavy-hole and light-hole masses of germanium from Luttinger parameters

## Problem

The top of the valence band of unstrained germanium is fourfold degenerate at $\mathbf k=0$. Near it, with hole energy counted positive downward from the band edge and $\hbar=m_0=e=1$, the Luttinger Hamiltonian is

$$
H=\tfrac12\left(\gamma_1+\tfrac52\gamma_2\right)k^2-\gamma_2\sum_i k_i^2J_i^2-\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\}.
$$

Here $J_i$ are the spin-3/2 matrices, $\{A,B\}=AB+BA$, and $x,y,z$ are the cubic axes. Take $\gamma_1=13.38$, $\gamma_2=4.24$, $\gamma_3=5.69$.

(a) Replace $H$ by the rotationally invariant Hamiltonian closest to it, in the mean square over directions of $\mathbf k$. Find the heavy-hole and light-hole masses.

(b) For $10^{17}$ holes per cm³ at 300 K, find the effective density of states and the Fermi level from these masses, and judge how far they can be trusted.

## A tempting solution

Along [001] the inverse masses are $\gamma_1\mp2\gamma_2$, and along [111] they are $\gamma_1\mp2\gamma_3$. A sphere should lie midway, so one takes

$$
\gamma=\frac{\gamma_2+\gamma_3}{2}=4.965,\qquad
m_{hh}=\frac1{13.38-9.93}=0.290,\qquad m_{lh}=\frac1{13.38+9.93}=0.0429 .
$$

The two directional formulas are right. The fault is the equal weight given to $\gamma_2$ and $\gamma_3$: two special directions do not represent the sphere. The weights must come from how much of $H$ each parameter multiplies, so $H$ has to be taken apart first.

## Taking the Hamiltonian apart

Define five matrices,

$$
G_1=J_z^2-\tfrac54,\quad G_2=\frac{J_x^2-J_y^2}{\sqrt3},\quad
G_3=\frac{\{J_y,J_z\}}{\sqrt3},\quad G_4=\frac{\{J_z,J_x\}}{\sqrt3},\quad G_5=\frac{\{J_x,J_y\}}{\sqrt3},
$$

and five quadratic functions,

$$
d_1=\tfrac12(2k_z^2-k_x^2-k_y^2),\quad d_2=\tfrac{\sqrt3}2(k_x^2-k_y^2),
$$
$$
d_3=\sqrt3k_yk_z,\quad d_4=\sqrt3k_zk_x,\quad d_5=\sqrt3k_xk_y .
$$

Since $J_x^2+J_y^2+J_z^2=\tfrac{15}4$, we have $J_x^2+J_y^2=\tfrac52-G_1$, while $J_x^2-J_y^2=\sqrt3G_2$. Half the sum and half the difference give

$$
J_{x}^2=\tfrac54-\tfrac12G_1+\tfrac{\sqrt3}2G_2,\qquad
J_{y}^2=\tfrac54-\tfrac12G_1-\tfrac{\sqrt3}2G_2,\qquad J_z^2=\tfrac54+G_1 .
$$

Multiplying by $k_i^2$ and collecting terms,

$$
\sum_ik_i^2J_i^2=\tfrac54k^2+d_1G_1+d_2G_2,\qquad
\sum_{i<j}k_ik_j\{J_i,J_j\}=d_3G_3+d_4G_4+d_5G_5. \tag{1}
$$

In the second sum each factor $\sqrt3$ in $G_a$ cancels the one in $d_a$. The term $-\tfrac54\gamma_2k^2$ from the first sum cancels $+\tfrac54\gamma_2k^2$ in $H$, leaving

$$
H=\tfrac12\gamma_1k^2-\sum_{a=1}^5c_ad_aG_a,\qquad c_1=c_2=\gamma_2,\quad c_3=c_4=c_5=\gamma_3. \tag{2}
$$

So $\gamma_2$ multiplies two components and $\gamma_3$ multiplies three.

The algebra of the $G_a$ follows from their elements. Order the states as $J_z=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$ and label them by a product of two two-valued indices: upper or lower pair, then first or second in the pair. The elements of $J_+$ between neighbours are $\sqrt3,2,\sqrt3$, so both nonzero elements of $J_+^2$ are $2\sqrt3$. With $J_x^2-J_y^2=(J_+^2+J_-^2)/2$ and $\{J_x,J_y\}=(J_+^2-J_-^2)/2i$, this gives

$$
G_1=\sigma_z\otimes\sigma_z,\qquad G_2=\sigma_x\otimes1,\qquad G_5=\sigma_y\otimes1 .
$$

For $\{J_z,J_x\}$ the element from $m$ to $m+1$ is $(2m+1)$ times that of $J_x$. The factor is $2,0,-2$ for $m=\tfrac12,-\tfrac12,-\tfrac32$, so the elements are $\sqrt3,0,-\sqrt3$. The same holds with $J_y$, and

$$
G_4=\sigma_z\otimes\sigma_x,\qquad G_3=\sigma_z\otimes\sigma_y .
$$

By the Pauli algebra all five are traceless, square to one, and anticommute with each other. Hence $\mathrm{Tr}\,G_aG_b=4\delta_{ab}$.

## The true bands are warped

Squaring the sum in (2) removes all cross terms, so it equals $R^2$ times the unit matrix, with $R^2=\sum_ac_a^2d_a^2$. Its eigenvalues are $\pm R$, each twice because the trace vanishes:

$$
E=\tfrac12\gamma_1k^2\mp\sqrt{\gamma_2^2(d_1^2+d_2^2)+\gamma_3^2(d_3^2+d_4^2+d_5^2)} . \tag{3}
$$

The upper sign is the heavy hole. For $|\mathbf k|=1$:

- Along [001], $d_1=1$ and the rest vanish, so $m_{hh}=1/(\gamma_1-2\gamma_2)=0.204$.
- Along [110], $d_1=-\tfrac12$ and $d_5=\tfrac{\sqrt3}2$, so $R=\tfrac12\sqrt{\gamma_2^2+3\gamma_3^2}$ and $m_{hh}=0.377$.
- Along [111], $d_1=d_2=0$ and $R=\gamma_3$, since $\sum_ad_a^2=k^4$ (shown next), so $m_{hh}=0.500$.

The light mass varies much less, from 0.0457 along [001] to 0.0404 along [111].

## The closest invariant Hamiltonian

Expanding the definitions,

$$
d_1^2+d_2^2=\sum_ik_i^4-\sum_{i<j}k_i^2k_j^2,\qquad d_3^2+d_4^2+d_5^2=3\sum_{i<j}k_i^2k_j^2 ,
$$

and the total is $(k^2)^2=k^4$.

Rotational invariance leaves two terms quadratic in $\mathbf k$. The products $k_ik_j$ contain one scalar and one rank-two tensor, and the operators on a spin 3/2 contain one of each to pair with them. The scalars may be taken as $k^2$ and $(\mathbf k\cdot\mathbf J)^2$. Adding the two sums in (1) gives

$$
(\mathbf k\cdot\mathbf J)^2=\tfrac54k^2+\sum_ad_aG_a , \tag{4}
$$

so the general invariant form is $H_s=\tfrac12\alpha k^2-g\sum_ad_aG_a$.

Let $\langle\cdot\rangle$ be the average over directions at $|\mathbf k|=1$. With $u=\cos\theta$, $\langle k_z^4\rangle=\tfrac12\int_{-1}^1u^4du=\tfrac15$. Averaging $(\sum_ik_i^2)^2=1$ gives $\tfrac35+6\langle k_x^2k_y^2\rangle=1$, so $\langle k_x^2k_y^2\rangle=\tfrac1{15}$. Then $\langle d_3^2\rangle=\langle d_4^2\rangle=\langle d_5^2\rangle=\tfrac15$ and $\langle d_1^2+d_2^2\rangle=\tfrac35-\tfrac3{15}=\tfrac25$. The traces remove all products of different $G_a$, and

$$
\langle\mathrm{Tr}(H-H_s)^2\rangle=(\gamma_1-\alpha)^2+\tfrac45\left[2(\gamma_2-g)^2+3(\gamma_3-g)^2\right].
$$

The minimum is at $\alpha=\gamma_1$ and $2(\gamma_2-g)+3(\gamma_3-g)=0$, that is

$$
\bar\gamma=\frac{2\gamma_2+3\gamma_3}5=\frac{8.48+17.07}5=5.110 .
$$

By (4), $H_s=\tfrac12\gamma_1k^2-\bar\gamma\left[(\mathbf k\cdot\mathbf J)^2-\tfrac54k^2\right]$. The component of $\mathbf J$ along $\mathbf k$ is $\pm\tfrac32$ or $\pm\tfrac12$, for which the bracket is $+k^2$ or $-k^2$. Therefore

$$
m_{hh}=\frac1{\gamma_1-2\bar\gamma}=\frac1{3.160}=0.3165,\qquad
m_{lh}=\frac1{\gamma_1+2\bar\gamma}=\frac1{23.600}=0.0424 ,
$$

in units of $m_0$, or $2.88\times10^{-31}$ kg and $3.86\times10^{-32}$ kg. This answers (a).

The heavy mass is the inverse of a small difference: $d\ln m_{hh}/d\ln\bar\gamma=2\bar\gamma/(\gamma_1-2\bar\gamma)=3.23$. The equal-weight coefficient is low by 2.8%, which raises the heavy inverse mass by 9% and lowers the mass from 0.3165 to 0.290. The light mass hardly reveals the fault.

## What the spherical mass does and does not average

At $|\mathbf k|=1$ the directional inverse masses are $\gamma_1\mp2R$. Write $c_a=\bar\gamma+\delta_a$ and $p_a=d_a^2$, where $\sum_ap_a=1$. Expanding the root,

$$
R=\bar\gamma+\sum_a\delta_ap_a+\frac1{2\bar\gamma}\Big[\sum_a\delta_a^2p_a-\Big(\sum_a\delta_ap_a\Big)^2\Big]+\dots
$$

The first-order term averages to $\tfrac15(2\delta_1+3\delta_3)=0$. The second-order bracket is a variance, so it is not negative. Without expansion, $\sum_ac_ap_a\le R$ and $\langle R\rangle\le\langle R^2\rangle^{1/2}$ give

$$
\bar\gamma\le\langle R\rangle\le\sqrt{(2\gamma_2^2+3\gamma_3^2)/5}:\qquad 5.1100<5.1455<5.1591 .
$$

Inverting the mean heavy inverse mass thus gives 0.324 instead of 0.3165. Counting states needs yet another average, as (b) shows.

## Holes at 300 K

For a doubly degenerate parabolic band with directional mass $m$, the radial integral is $\int_0^\infty k^2e^{-k^2/2mk_BT}dk=\tfrac{\sqrt\pi}4(2mk_BT)^{3/2}$. Multiplying by $2\cdot4\pi/(2\pi)^3$ and averaging over directions gives $2(k_BT/2\pi)^{3/2}\langle m^{3/2}\rangle$. With $\hbar$ and $m_0$ restored, the prefactor at 300 K is $2.51\times10^{19}$ cm⁻³, so the spherical masses give

$$
N_v=2.51\times10^{19}\left(0.3165^{3/2}+0.0424^{3/2}\right)=4.69\times10^{18}\ \text{cm}^{-3}.
$$

Light holes supply 4.7% of it. With $x=p/N_v=0.0213$ and $k_BT=25.85$ meV, Boltzmann statistics put the Fermi level $-k_BT\ln x=99.5$ meV above the valence edge. For $z=e^{-(E_F-E_v)/k_BT}$, the first Fermi–Dirac correction is $x=z-z^2/2^{3/2}$, hence $\ln z\approx\ln x+x/\sqrt8$. This lowers the level by 0.2 meV to 99.3 meV, so degeneracy is unimportant here.

The band shape matters more:

- **Warping.** The mass that counts states is $\langle m^{3/2}\rangle^{2/3}$, which is 0.346 for heavy holes. It raises $N_v$ by 14% over the spherical value.
- **Split-off band.** With a rough splitting of 0.29 eV, $N_v$ is 32% above the spherical value, warping included. Adding the split-off states, which lie at higher hole energy, to the four band-edge states can only lower the four lowest hole energies or leave them unchanged, by the variational principle. That increases their thermal weight.
- **Conduction band.** For $\mathbf k\parallel z$ the light hole has weight 2/3 on the $p_z$ orbital, and the heavy hole has none. With momentum energy $E_p$ and direct gap $E_0$, second-order perturbation theory gives the light hole an energy $\tfrac23\tfrac{E_p}2k^2/E_0$, hence a part $2E_p/3E_0$ of its inverse mass. For rough values $E_p=26$ eV and $E_0$ falling from 0.89 eV (cold) to 0.80 eV (300 K), other couplings held fixed, the inverse mass rises by about 2.2. The light mass falls to about 0.039, while the heavy edge mass stays at 0.3165. This matters for the light holes themselves but hardly for $N_v$, of which they supply only a small part.

An eight-band calculation with the 300 K gap gives $N_v=6.2\times10^{18}$ cm⁻³, 1.32 times the spherical value. In Boltzmann statistics this moves the Fermi level up by $k_BT\ln1.32\approx7$ meV. The ratio is sensitive to the inputs. With the split-off band included, the heavy inverse mass along [110] tends at large $k$ to the small difference $\gamma_1+\gamma_2-3\gamma_3=0.55$, and a 1% change in $\gamma_3$ moves the split-off ratio between about 1.27 and 1.40. The same model with the cold gap shows the light band bending: along [001], at the wave vector where the parabola reaches 38.8 meV, the energy is about 36 meV.

## Use in germanium devices

The given $\gamma$ values are treated as low-temperature parameters of bulk germanium, and $10^{17}$ cm⁻³ represents moderate doping. A thin or strained channel breaks the assumption of a fourfold edge. For hard-wall confinement along [001], at zero in-plane wave vector, the heavy mass is 0.204, so the confinement energy is 1.55 times what 0.3165 would give. If biaxial strain leaves the $J_z=\pm\tfrac32$ pair on top, with a splitting large compared with both the in-plane and the confinement energies, (2) with $d_1=-\tfrac12k_x^2$ and $G_1=1$ gives an in-plane mass $1/(\gamma_1+\gamma_2)\approx0.057$. Confinement alone is not enough: the term $d_4G_4$, proportional to $k_xk_z$, then couples the confined levels and adds a second-order energy proportional to $k_x^2$. This does not fade in a thin channel, because $k_z^2$ and the level spacing grow together. In a strained layer without confinement ($k_z=0$) the formula gives the edge mass at any splitting; in a strained, confined channel it is the limit of large splitting. At finite splitting the same coupling lowers the hole energy in proportion to $k_x^2$, so the mass is larger than 0.057. For a 10 nm hard-wall channel with a strain splitting of 50 meV, the four-band edge mass is about 0.069, and $k^2/2E$ is about 0.078 at an in-plane energy $k_BT$. Mixing with the split-off band also caps the splitting at about two thirds of the split-off energy, 0.19 eV. This "heavy" pair is then light along the channel, and the spherical heavy mass is too large there, by a factor of 5.6 in this limit and by less at finite splitting. These numbers use the low-temperature $\gamma$ values. The pair has weight 1/2 on $p_x$, so its in-plane inverse mass contains $E_p/2E_0$; with the 300 K gap and other couplings held fixed, the limiting mass becomes about 0.052 and the factor about 6.1. The numerical output below lists the values used.

## Numbers as computed

```
g1, g2, g3 = 13.38, 4.24, 5.69 (dimensionless)
gbar, formula = 5.1100; least-squares fit = 5.1100
inverse spherical masses: heavy 3.160, light 23.600 (1/m0)
spherical masses: heavy 0.3165, light 0.04237 m0
spherical masses: heavy 2.883e-31, light 3.860e-32 kg
heavy-mass sensitivity 2*gbar/(g1-2*gbar) = 3.23
warped masses along [001]: heavy 0.2041, light 0.04575 m0
warped masses along [110]: heavy 0.3772, light 0.04148 m0
warped masses along [111]: heavy 0.5000, light 0.04039 m0
plain mean coefficient 4.9650: heavy mass 0.2899 m0
angular mean coefficient 5.1455: heavy mass 0.3237 m0
rms coefficient 5.1591: heavy mass 0.3266 m0
density-of-states masses: heavy 0.3462, light 0.04230 m0
error ratio when warping is halved = 4.001
temperature = 300 K; kT = 25.85 meV
hole density = 1.0e+17 cm^-3
wave vector at 1.5 kT: heavy 0.568, light 0.208 nm^-1
Nv, spherical masses = 4.686e+18 cm^-3
light-hole share, spherical = 4.67 percent
Nv, warped parabolic bands = 5.331e+18 cm^-3
Nv, with split-off coupling = 6.208e+18 cm^-3
Nv, eight-band with 300 K gap = 6.205e+18 cm^-3
ratios to spherical Nv: warped 1.138, split-off 1.325, eight-band 1.324
rough split-off energy = 0.29 eV; momentum energy = 26.0 eV
rough direct gap: cold 0.89, 300 K 0.80 eV
light inverse-mass shift from gap = 2.191 (1/m0)
edge masses with 300 K gap: heavy 0.3165, light 0.03878 m0
light [001] energy at same k: parabolic 38.78, eight-band cold gap 35.89 meV
p/Nv, spherical = 0.02134
Fermi level above valence edge: Fermi-Dirac 99.26, Boltzmann 99.46 meV
```
